# Photon and Electron Attenuation in Photoelectron Film Thickness

A model film 5.00 nm thick is illuminated by X-rays at 4° from its surface, and its photoelectrons are collected along the normal. If X-ray attenuation is left out of the analysis, the film appears to be 5.063 nm thick when the reference intensities are measured, but 5.044 nm thick when they are calculated. Yet the X-ray intensity falls by a factor $e$ only over a depth of 279 nm. Three questions follow: why so weak an attenuation shifts the thickness by about one per cent, why the shift depends on the reference, and how large it can become before the angle is too close to total reflection.

## Setting and assumptions

Let $z$ be the depth below the surface. A uniform film occupies $0<z<d$, and a thick substrate lies below it. The X-ray glancing angle $\alpha$ is measured from the surface, and the electron emission angle $\theta$ from the normal. Write $c=\cos\theta>0$. Subscripts $f$ and $s$ denote film and substrate.

1. Interfaces are flat and sharp, and the illumination is laterally uniform.
2. Electrons travel in straight lines. The detected fraction after a path $\ell$ is $e^{-\ell/L}$, where $L$ is the effective attenuation length.
3. The film and substrate lines come from the same core level, separated by a small chemical shift. They have the same cross-section and the same length $L_f$ in the film. In the substrate the length is $L_s$.
4. The rate of photoelectron generation per volume is proportional to the emitter density $N$ and to the local $|E|^2$.
5. The refractive index is $n=1-\delta+i\beta$, with $\delta,\beta\ll1$ and fields varying in time as $e^{-i\omega t}$.

In vacuum the wave number is $k=2\pi/\lambda$. A wave travelling a distance $\ell$ in the medium has amplitude proportional to $e^{ikn\ell}$, and hence intensity proportional to $e^{-2k\beta\ell}$. The photon attenuation coefficient is therefore $\mu=2k\beta=4\pi\beta/\lambda$.

## Lemma 1: photon attenuation above the critical angle

**Statement.** Suppose that $\sin^2\alpha-2\delta$ is positive and much larger than $2\beta$, $\delta^2$ and $\beta^2$. Then a downward wave in the medium has $|E|^2\propto e^{-\kappa z}$, with

$$
\kappa\simeq\frac{\mu}{\sqrt{\sin^2\alpha-2\delta}}
=\frac{\mu}{\sin\alpha}\frac{1}{\sqrt{1-1/m^2}},
\qquad m=\frac{\sin\alpha}{\sqrt{2\delta}} .
$$

**Proof.** Take the electric field parallel to the surface. Translation symmetry conserves the wave number along the surface, $k\cos\alpha$. The wave equation then becomes

$$
\frac{d^2E}{dz^2}+k^2(n^2-\cos^2\alpha)E=0 .
$$

The downward solution is $e^{ik_zz}$, where $k_z=k\sqrt{n^2-\cos^2\alpha}$ and $\operatorname{Im}k_z>0$. Expanding the square of the index gives

$$
\frac{k_z^2}{k^2}=a+ib,\qquad
a=\sin^2\alpha-2\delta+\delta^2-\beta^2,\qquad
b=2\beta(1-\delta).
$$

For $b\ll a$, $\sqrt{a+ib}\simeq\sqrt a+ib/(2\sqrt a)$. Dropping $\delta^2$ and $\beta^2$ in $a$, and $\delta$ beside 1 in $b$, leaves

$$
\operatorname{Im}k_z\simeq\frac{k\beta}{\sqrt{\sin^2\alpha-2\delta}} .
$$

Since $|e^{ik_zz}|^2=e^{-2\operatorname{Im}k_z z}$, the decay rate is $\kappa=2\operatorname{Im}k_z$. Inserting $2k\beta=\mu$ gives the first form; factoring out $\sin\alpha$ gives the second. ∎

The number $m$ measures the distance from total reflection, whose critical angle satisfies $\sin\alpha_c\simeq\sqrt{2\delta}$. Refraction makes the ray shallower inside the medium, so its path to a given depth is longer than $z/\sin\alpha$. At $m=3$ this raises the photon attenuation rate by 6%; at $m=1.5$ the increase is 34%. As $m\to1$, $a$ tends to zero and the expansion fails.

Reflection is also small at $m=3$. Let the incident amplitude be 1, the reflected amplitude $r$ and the transmitted amplitude $t$. Continuity of $E$ and $dE/dz$ gives $1+r=t$ and $k\sin\alpha\,(1-r)=k_zt$. Eliminating $t$,

$$
r=\frac{k\sin\alpha-k_z}{k\sin\alpha+k_z},\qquad
|r|^2\simeq\left(\frac{1-q}{1+q}\right)^2,\qquad
q=\sqrt{1-1/m^2}.
$$

For the film parameters used below, the reflectivity at $m=3$ is $8.7\times10^{-4}$. I take $m\ge3$ as the meaning of "safely above total reflection". This is a choice of accuracy, not a physical boundary. In this range the leading description uses $\kappa=\mu/\sin\alpha$ and ignores reflection. The criterion involves the film alone. It suffices only when film and substrate have nearly equal $\delta$, because the wave reflected at the buried interface grows with their difference and modulates $|E|^2$ in proportion to its amplitude, not its intensity.

## Lemma 2: the combined depth response

**Statement.** In the straight-ray description, the detected signal per unit depth in a uniform medium is proportional to $e^{-z/D}$, where

$$
\frac1D=\frac1{Lc}+\frac{\mu}{\sin\alpha},
\qquad
D=\frac{Lc}{1+g},\qquad
g=\frac{\mu Lc}{\sin\alpha}.
$$

**Proof.** A photon reaching depth $z$ travels $z/\sin\alpha$, so the generation rate carries the factor $e^{-\mu z/\sin\alpha}$. An electron created there travels $z/c$ to the surface, so the detected fraction is $e^{-z/(Lc)}$. The signal is the generation rate times the detected fraction. Multiplying the exponentials adds their rates and gives $1/D$. Taking out the electron rate,

$$
\frac1D=\frac1{Lc}\left(1+\frac{\mu Lc}{\sin\alpha}\right)=\frac{1+g}{Lc},
$$

which gives the second expression. ∎

The parameter $g$ is the electron escape depth divided by the photon penetration depth, both measured along the normal. For $g\ll1$ the response is limited by electrons, $D\simeq Lc$. For $g\gg1$ it is limited by photons, $D\simeq\sin\alpha/\mu$. Oblique emission lowers $g$ at fixed $\alpha$, because it shortens the electron escape depth.

## Theorem: thickness and the range where photons matter

Let $R=I_f/I_s$ be the measured film-to-substrate ratio. Let $R_\infty$ be the ratio of the signals from thick samples of the two materials, measured at the same $\alpha$ and $\theta$. In the straight-ray description:

**(a)** The thickness is

$$
d=D_f\ln\left(1+\frac{R}{R_\infty}\right).
$$

**(b)** If $D_f$ is replaced by $L_fc$ while the measured $R_\infty$ is kept, the apparent thickness is $d_{\rm app}=(1+g_f)d$.

**(c)** For a tolerated fractional error $\eta$, the omission matters at angles with $\sin\alpha<\mu_fL_fc/\eta$. Some of these angles also satisfy $\sin\alpha\ge m\sqrt{2\delta_f}$, with $m\sqrt{2\delta_f}<1$, if and only if

$$
Q=\frac{\mu_fL_fc}{\eta\,m\sqrt{2\delta_f}}>1 .
$$

**Proof.** Factors common to both lines cancel in the ratio. Integrating Lemma 2 over the film gives

$$
I_f\propto N_f\int_0^d e^{-z/D_f}\,dz
=N_fD_f(1-e^{-d/D_f}).
$$

For a point at depth $\zeta$ below the interface, photons and electrons both cross the whole film, giving the factor $e^{-d/D_f}$. Their paths in the substrate add the factor $e^{-\zeta/D_s}$. Hence

$$
I_s\propto N_se^{-d/D_f}\int_0^\infty e^{-\zeta/D_s}\,d\zeta
=N_sD_se^{-d/D_f}.
$$

The thick references give $R_\infty=N_fD_f/(N_sD_s)$. Dividing the two signals,

$$
R=R_\infty\frac{1-e^{-d/D_f}}{e^{-d/D_f}}
=R_\infty(e^{d/D_f}-1).
$$

Adding 1 to $R/R_\infty$ and taking the logarithm proves (a).

For (b), the same logarithm equals $d/D_f$, so

$$
d_{\rm app}=L_fc\,\frac d{D_f}=(1+g_f)d .
$$

The fractional error relative to the true thickness is $g_f$. It exceeds $\eta$ when $\mu_fL_fc/\sin\alpha>\eta$, which rearranges to the first condition in (c). Since $g_f$ decreases as $\alpha$ rises, its largest value in the safe range occurs at $\sin\alpha=m\sqrt{2\delta_f}$. That value is $\eta Q$, and it exceeds $\eta$ if and only if $Q>1$. ∎

The first question is now answered. The photon depth must be compared with the electron escape depth, not with the film thickness. For straight rays and a measured reference, the fractional error $g_f$ does not depend on $d$, so it persists for an arbitrarily thin film. Refraction and reflection add a dependence on $d$ that varies with the index contrast. In wave calculations at 4° for thicknesses from 0.1 to 20 nm, with the parameters used below, the error lies between 1.1% and 1.4% for a substrate decrement $\delta_s=1.9\times10^{-4}$, between 0.65% and 1.5% for $\delta_s=1.7\times10^{-4}$, and between 1.2% and 1.7% for $\delta_s=2.2\times10^{-4}$.

**Remark on refraction.** Using Lemma 1 in place of $\mu/\sin\alpha$, the threshold condition becomes $\mu_fL_fc/\sqrt{\sin^2\alpha-2\delta_f}=\eta$. Squaring and solving gives

$$
\sin^2\alpha=\left(\frac{\mu_fL_fc}{\eta}\right)^2+2\delta_f .
$$

The photon rate at the safe limit rises by $1/\sqrt{1-1/m^2}$, so the overlap condition becomes $Q>\sqrt{1-1/m^2}$. For $m=3$ the right side is 0.94. Refraction alone therefore changes the verdict only when $Q$ lies between 0.94 and 1. Interference with the wave reflected at the buried interface can change it more. At $m=3$ with the parameters used below, $g_f=1.5\%$, while for thicknesses from 0.1 to 20 nm and $\delta_s=1.7$, 1.9 and $2.2\times10^{-4}$ the wave error spans 0.64% to 2.15%. For a larger contrast the straight-ray value is no guide at this angle: $\delta_s=4\times10^{-4}$ gives $+6.5\%$ at 1 nm and $-0.1\%$ at 5 nm, and $\delta_s=1\times10^{-4}$ gives $-0.8\%$ at 1 nm and $+2.3\%$ at 5 nm.

**Remark on lines with different energies.** Suppose that the film and substrate lines have different lengths $L_1$ and $L_2$ in the film, with combined depths $D_1$ and $D_2$. The same integrals give

$$
\frac R{R_\infty}=(1-e^{-d/D_1})e^{d/D_2}
=e^{d/D_2}-e^{d(1/D_2-1/D_1)} .
$$

The photon rate cancels in the last exponent but remains in the first. The simple logarithm no longer applies, and $d$ must be found numerically.

## Proposition: a calculated reference gives another error

Suppose that the reference is calculated without photon attenuation, as $R_0=N_fL_f/(N_sL_s)$. Let $x=d/(L_fc)$ and $g_s=\mu_sL_sc/\sin\alpha$. For small $g_f$, $g_s$ and $g_fx$, the apparent thickness satisfies

$$
d_{\rm app}-d\simeq g_fd+L_fc(g_s-g_f)(1-e^{-x}).
$$

**Proof.** From $D=Lc/(1+g)$ in each material,

$$
\frac{R_\infty}{R_0}=\frac{D_f/L_f}{D_s/L_s}
=\frac{1+g_s}{1+g_f}.
$$

Also $d/D_f=x(1+g_f)$. The apparent thickness is therefore

$$
d_{\rm app}=L_fc\ln\left[1+
\frac{1+g_s}{1+g_f}\left(e^{x(1+g_f)}-1\right)\right].
$$

To first order, the fraction is $1+g_s-g_f$, and the last bracket is $e^x-1+g_fxe^x$. Keeping first-order terms in their product, the argument of the logarithm becomes

$$
e^x+g_fxe^x+(g_s-g_f)(e^x-1)
=e^x\left[1+g_fx+(g_s-g_f)(1-e^{-x})\right].
$$

Its logarithm is $x+g_fx+(g_s-g_f)(1-e^{-x})$ to the same order. Multiplication by $L_fc$, with $L_fcx=d$, gives the result. ∎

For a very thin film, $1-e^{-x}\simeq x$ and the error becomes $g_sd$. Photon attenuation inside such a film barely changes its signal, but attenuation in the substrate reduces the signal used as the denominator. For a thick film the second term saturates at $L_fc(g_s-g_f)$, while $g_fd$ keeps growing. In this limit the exact expression is linear in $x$, so the result stays accurate even when $g_fx$ is not small, provided $g_f$ and $g_s$ are.

## Worked example

The parameters are round, rough values for silicon oxide on silicon under aluminium $K\alpha$ radiation at 1487 eV:

- $L_f=3.5$ nm and $L_s=3.0$ nm;
- photon attenuation lengths $1/\mu_f=4000$ nm and $1/\mu_s=8000$ nm;
- $\delta_f=2.0\times10^{-4}$ and $N_f/N_s=0.45$;
- $\alpha=4°$ and $\theta=0$, so $c=1$.

With $\sin4°=0.06976$,

$$
g_f=\frac{3.5}{4000\times0.06976}=0.0125,
\qquad
D_f=\frac{3.5}{1.0125}=3.46\ {\rm nm}.
$$

The model signals for a 5 nm film give $R=1.693$ and $R_\infty=0.5213$. Then $\ln(1+R/R_\infty)=1.4465$. Multiplying by $D_f$ returns 5.00 nm, whereas multiplying by $L_f$ gives 5.063 nm. The excess is 1.25% of the true thickness, as part (b) requires.

For the calculated reference, $g_s=0.0054$ and $x=5/3.5=1.43$, so $1-e^{-x}=0.76$. The proposition gives

$$
d_{\rm app}-d\simeq0.0627-3.5\times0.0072\times0.76
=0.044\ {\rm nm}.
$$

This accounts for the second opening value. The less absorbing substrate makes the two errors partly cancel.

The safe limit at $m=3$ is $\sin\alpha=3\sqrt{4\times10^{-4}}=0.060$, or 3.44°. A 1% error is reached at $\sin\alpha=(3.5/4000)/0.01=0.0875$, or 5.02°; refraction moves this to 5.15°. Thus $Q=0.0875/0.060=1.46$, and for the 5 nm film there is a narrow safe range in which the omission costs more than 1%. At the safe limit the error is 1.5% for straight rays. Wave calculations for this film give 1.8%, 1.6% and 1.4% there for $\delta_s=1.7$, 1.9 and $2.2\times10^{-4}$. For a 5% tolerance, $Q=0.29$. No safe angle gives an error that large for these parameters and a measured reference.

A rough hard-X-ray case near 6 keV has $L_f=11$ nm, $1/\mu_f=55\,000$ nm and $\delta_f=1.3\times10^{-5}$. The safe limit falls to 0.88°, and the 1% threshold to 1.15°. At the safe limit $g_f=0.013$, close to the soft-X-ray value of 0.015. The product $\mu_fL_f$ is smaller by a factor of 4.4, but the safe sine is smaller by 3.9, so the two changes nearly cancel.

## What the wave calculation changes

A numerical solution of the wave equation for the film on its substrate, with $\delta_s=1.9\times10^{-4}$, includes refraction and reflection at the interfaces. The table gives the total thickness error, $L_fc\ln(1+R/R_\infty)-d$, of the analysis that omits photon attenuation. The signals come from each description in turn, with $d$, $L_f$ and $\theta$ held fixed and references taken at the same angle. The wave column therefore also contains the effects of reflection. The table applies to measured references only: with the calculated reference $R_0$, the error at 4° is 0.044 nm for straight rays and 0.054 nm for waves.

| $\alpha$ | straight rays (nm) | waves (nm) |
|---:|---:|---:|
| 4° | 0.063 | 0.068 |
| 10° | 0.025 | 0.025 |
| 45° | 0.006 | 0.006 |

At 4°, $m=3.49$, and Lemma 1 raises the photon rate by 4.4%. This explains about 0.003 nm of the 0.005 nm difference. The remainder comes from reflection and changes in field amplitude at the interfaces, the other wave effects in this calculation. Six values of $\delta_s$ from $1.7\times10^{-4}$ to $2.2\times10^{-4}$ were also tried at 4°. Using the combined formula on the resulting wave signals left thickness errors between $-0.001$ and $+0.009$ nm.

## Comparison with real measurements

A few nanometres of oxide on silicon is a real use of this method, but a 4° glancing angle is much shallower than in a conventional laboratory arrangement. At 45° the model's photon correction is about 0.1% of the thickness. Real electrons also scatter elastically, which breaks the straight-path assumption. In an isotropic scattering model with $\theta=0$, an inelastic length of 3.5 nm and 10% of all collisions elastic, all taken to be the same in film and substrate, using that inelastic length as $L_f$ in part (a) gives 5.40 nm for the 5 nm film. This 8% error is why $L_f$ must be an effective length suited to the geometry. If the analysis leaves photons out and keeps $L_f=3.5$ nm, switching on photon attenuation in that model raises the apparent thickness by 0.062 nm, against 0.063 nm for straight electron paths. Elastic scattering hardly alters this shift.

Other errors can also exceed or rival the photon correction. For real oxide on silicon, measured Si 2p reference ratios are reported near 0.9, far above the 0.525 calculated here from densities and lengths. If the true reference were 0.93, an analysis with $R_0=0.525$ would give 6.7 nm for the 5 nm film, so the 0.044 nm shift describes the model, not the main error of a calculated reference. With a measured reference, an $L_f$ that is 10% too large raises the inferred thickness by 0.49 nm. If the reference is calculated from the same wrong $L_f$ and a correct $L_s$, the rise is 0.22 nm. An analyser accepting a cone of 10° half-angle adds 0.04 nm if all electrons are treated as leaving along the normal. Lowering the glancing angle from 4° to 3.5° changes $g_f$ from 0.0125 to 0.0143.

An uncertain $L_f$ does not make the photon correction irrelevant, however. Suppose that the reference is measured, photon attenuation is omitted and the assumed electron length is $fL_f$. Part (b) then gives $d_{\rm app}=f(1+g_f)d$. In a comparison of two glancing angles at fixed $\theta$, the factor $f$ cancels:

$$
\frac{d_{\rm app}(4°)}{d_{\rm app}(45°)}
=\frac{5.063}{5.006}=1.011 .
$$

For straight rays, the same film would appear 1.1% thicker at the shallower angle; the wave values in the table give 1.2%. With measured references, photon attenuation therefore matters for absolute thickness when $g_f$ is significant beside the fractional error in $L_f$, and for comparisons between angles when the difference in $g_f$ exceeds the required fractional repeatability. With a calculated reference, the shift also depends on $g_s$ and on the thickness, so the proposition must be used instead. For the 5 nm film the change between 4° and 45° is then 0.8% for straight rays and 1.0% for waves. These rules assume that film and substrate have nearly equal $\delta$; otherwise interference near the safe limit can outweigh $g_f$, and the wave calculation is needed. Most of the values quoted here are in the numerical output below.

## Calculated quantities

```
Photon energy: 1487 eV; wavelength: 0.8338 nm
True film thickness: 5.00 nm
Electron lengths, film and substrate: 3.50, 3.00 nm
Photon lengths, film and substrate: 4000, 8000 nm
Index decrements, film and substrate: 2.00e-04, 1.90e-04
Emitter density ratio film/substrate: 0.45
Glancing angle: 4.00 deg; emission angle: 0 deg
Photon normal depth in film: 279.03 nm
Combined depths, film and substrate: 3.4566, 2.9840 nm
Photon parameters g, film and substrate: 0.01254, 0.00538
Signal ratio R: 1.69322; reference ratio Rinf: 0.52128
Reference ratio calculated without photons: 0.52500
Thickness with combined depth: 5.0000 nm
Thickness without photons, measured reference: 5.0627 nm
Thickness without photons, calculated reference: 5.0437 nm
Critical angle: 1.146 deg
Safe limit at 3 times critical sine: 3.440 deg
1% threshold, straight rays: 5.020 deg
1% threshold, complex wave number: 5.149 deg
Overlap number for 1% and 5%: 1.458, 0.292
Photon parameter at safe limit, ray and wave: 0.01458, 0.01546
Sine/critical sine 1.5: photon-rate factor 1.3406, reflectivity 2.14e-02
Sine/critical sine 2.0: photon-rate factor 1.1543, reflectivity 5.19e-03
Sine/critical sine 3.0: photon-rate factor 1.0604, reflectivity 8.72e-04
Sine/critical sine 5.0: photon-rate factor 1.0204, reflectivity 1.05e-04
At  4 deg: photon-omission bias, ray 0.0627 nm, wave 0.0680 nm
At 10 deg: photon-omission bias, ray 0.0252 nm, wave 0.0254 nm
At 20 deg: photon-omission bias, ray 0.0128 nm, wave 0.0128 nm
At 45 deg: photon-omission bias, ray 0.0062 nm, wave 0.0062 nm
Combined-formula thickness from wave signals: 5.0053 nm
Wave error range, substrate delta 1.7e-4 to 2.2e-4: -0.0007 to +0.0092 nm
Elastic model albedo: 0.10; inelastic length: 3.50 nm
Thickness from scattered signals: 5.4030 nm
Scattering mesh-halving shift: -0.000023 nm
Photon-omission bias with scattering: 0.0622 nm
Thickness error if L is 10% too large: +0.4932 nm
Thickness error from 10 deg half-angle acceptance: +0.0377 nm
Photon parameter if angle is 0.5 deg lower: 0.01433
Hard X-ray inputs: L 11.0 nm, photon length 55000 nm, delta 1.30e-05
Hard X-ray safe limit: 0.876 deg; photon parameter there: 0.01307
Hard X-ray 1% threshold: 1.146 deg
```
